\section*{Why a Wetting First Layer Does Not Guarantee Layer-by-Layer Growth}

\section{A prediction that fails}

Suppose the first layer of a film lowers the energy of its substrate, and one concludes that all later layers will also lie flat. For a misfitting film this can predict a smooth film where the state of lowest energy has islands on a few flat layers. The first layer is held by the substrate. A later layer feels that attraction weakly but still carries the full misfit energy, part of which an island can release. The example below satisfies the wetting condition and nevertheless prefers islands.

\section{The counter-example}

\subsection{Energies of the flat film}

Consider equilibrium at low temperature, without intermixing, step energies or surface stress. Film and substrate have the same isotropic elastic constants, with Young modulus $E=100$ GPa and Poisson ratio $\nu=0.3$. These and the following values are round model parameters. The film is strained by $\varepsilon=0.03$ in both in-plane directions to match the substrate. Its surface normal is free, so $\sigma_{zz}=0$, and Hooke's law reads
\begin{equation}
\varepsilon=\frac{\sigma_0-\nu\sigma_0}{E}
\quad\Rightarrow\quad
\sigma_0=\frac{E\varepsilon}{1-\nu}.
\end{equation}
Two in-plane directions contribute $\tfrac12\sigma_0\varepsilon$ each to the energy density:
\begin{equation}
w=\sigma_0\varepsilon=\frac{E\varepsilon^2}{1-\nu}=1.286\times10^{8}\ \mathrm{J/m^3}.
\end{equation}
With layer height $a=0.3$ nm, each layer stores $wa=0.0386\ \mathrm{J/m^2}$.

Let $\gamma_s=1.5$, $\gamma_f=1.0$ and $\gamma_i=0.1\ \mathrm{J/m^2}$ be the energies of the bare substrate surface, the thick film's surface and the interface. The wetting gain is $\Delta=\gamma_s-\gamma_f-\gamma_i=0.4\ \mathrm{J/m^2}$. It is modelled as developing exponentially with thickness, over a length $\lambda=0.3$ nm. Relative to unstrained bulk film material, $n$ flat layers have the energy per area
\begin{equation}
F(n)=\gamma_s-\Delta(1-q^n)+nwa,\qquad q=e^{-a/\lambda}=0.368 .
\label{eq:F}
\end{equation}
This gives $\gamma_s$ at $n=0$ and tends to $\gamma_f+\gamma_i+nwa$ for a thick film. The cost of layer $n$ is
\begin{equation}
g_n=F(n)-F(n-1)=wa-b_n,\qquad b_n=\Delta(1-q)q^{n-1},
\label{eq:g}
\end{equation}
because $q^{n-1}-q^n=(1-q)q^{n-1}$. Here $b_n$ is the substrate's contribution to binding layer $n$. In $\mathrm{J/m^2}$:
\begin{center}
\begin{tabular}{c|cccccc}
$n$ & 1 & 2 & 3 & 4 & 5 & 6\\ \hline
$b_n$ & 0.2528 & 0.0930 & 0.0342 & 0.0126 & 0.0046 & 0.0017\\
$g_n$ & $-0.2143$ & $-0.0544$ & 0.0044 & 0.0260 & 0.0339 & 0.0369
\end{tabular}
\end{center}
The first layer wets, since $g_1<0$. A positive $g_3$ does not yet mean that the third layer breaks into coherent islands, because these also retain strain. Their energy must be found.

\subsection{How much strain energy an island releases}

Take a coherent cone of base radius $R$ and slope $s$, with profile $h=s(R-\rho)$ for $\rho<R$ and volume $V=\pi sR^3/3$. Let $\mathbf u$ be the displacement from the uniformly strained state. The energy change is its own elastic energy $U_{\rm el}$ plus the work term $\sigma_0\int\nabla_\parallel\!\cdot\mathbf u\,dV$. In a flat slab the latter vanishes when $\mathbf u$ vanishes far away, so extending it into the substrate changes nothing. At the surface the outward area element has in-plane part $-\nabla h\,d^2x$, and the divergence theorem gives
\begin{equation}
\delta U=U_{\rm el}-\int\mathbf t\cdot\mathbf u\,d^2x,
\qquad \mathbf t=\sigma_0\nabla h .
\end{equation}
Thus $\mathbf t$ acts as a surface load. At the minimum of this quadratic energy $U_{\rm el}=\tfrac12\int\mathbf t\cdot\mathbf u\,d^2x$, and the released energy is also $\tfrac12\int\mathbf t\cdot\mathbf u\,d^2x$.

For small $s$ the load may be placed on a flat half-space $z<0$. Consider $t_x=T\cos kx$. The Airy function $\phi=-(T/k)ze^{kz}\sin kx$ is biharmonic, being $z$ times a harmonic function. At $z=0$ it gives
\begin{align}
\sigma_{zz}&=\partial_x^2\phi=0, &
\sigma_{xz}&=-\partial_x\partial_z\phi=T\cos kx,\\
\sigma_{xx}&=\partial_z^2\phi=-2T\sin kx. &&
\end{align}
In plane strain with $\sigma_{zz}=0$, $\partial_xu_x=(1-\nu^2)\sigma_{xx}/E$. Integration yields
\begin{equation}
u_x=\frac{2(1-\nu^2)}{Ek}\,T\cos kx .
\end{equation}
With $h(\mathbf x)=\int\frac{d^2k}{(2\pi)^2}h_{\mathbf k}e^{i\mathbf k\cdot\mathbf x}$, the load $\mathbf t_{\mathbf k}=i\sigma_0\mathbf k h_{\mathbf k}$ is parallel to $\mathbf k$, so this response applies to each component:
\begin{align}
U_{\rm rel}
&=\frac12\int\frac{d^2k}{(2\pi)^2}\frac{2(1-\nu^2)}{Ek}\sigma_0^2k^2|h_{\mathbf k}|^2
=w(1+\nu)Q,\\
Q&=\int\frac{d^2k}{(2\pi)^2}\,k|h_{\mathbf k}|^2 .
\end{align}
The prefactor follows from $(1-\nu^2)\sigma_0^2/E=(1+\nu)E\varepsilon^2/(1-\nu)$.

To evaluate $Q$, write $k|h_{\mathbf k}|^2=|\mathbf kh_{\mathbf k}|^2/k$. Since $1/k$ is the two-dimensional Fourier transform of $1/(2\pi|\mathbf x|)$,
\begin{equation}
Q=\frac1{2\pi}\iint\frac{\nabla h(\mathbf x)\cdot\nabla h(\mathbf x')}{|\mathbf x-\mathbf x'|}\,d^2x\,d^2x'.
\end{equation}
On the cone $\nabla h=-s\hat{\boldsymbol\rho}$. One angular integration gives $2\pi$. The two orderings of $\rho$ and $\rho'$ contribute equally, and $\rho'=t\rho$ separates the radial integral $\int_0^R\rho^2d\rho=R^3/3$:
\begin{equation}
Q=\frac{2s^2R^3}{3}J,\qquad
J=\int_0^{2\pi}\!d\varphi\,\cos\varphi\int_0^1\frac{t\,dt}{\sqrt{1+t^2-2t\cos\varphi}} .
\end{equation}
Put $\varphi=2\alpha$. Writing $t=(t-\cos\varphi)+\cos\varphi$ makes the inner integral
\begin{equation}
2\sin\alpha-1+\cos2\alpha\,\ln\!\left(1+\frac1{\sin\alpha}\right).
\end{equation}
By symmetry about $\alpha=\pi/2$,
\begin{equation}
J=4\int_0^{\pi/2}\!\left[\cos2\alpha(2\sin\alpha-1)
+\frac{1+\cos4\alpha}{2}\ln\!\left(1+\frac1{\sin\alpha}\right)\right]d\alpha .
\end{equation}
The first term integrates to $-2/3$. For the $\cos4\alpha$ part, integration by parts has no boundary term and gives
\begin{equation}
\int_0^{\pi/2}\!\cos4\alpha\ln\!\left(1+\frac1{\sin\alpha}\right)d\alpha
=\int_0^{\pi/2}(1-\sin\alpha)\cos2\alpha\,d\alpha=\frac13 .
\end{equation}
For the remaining logarithm, let $L_c$ and $L_s$ be the integrals of $\ln\cos\beta$ and $\ln\sin\beta$ from $0$ to $\pi/4$. Folding the interval gives $\int_0^{\pi/2}\ln\sin\alpha\,d\alpha=L_s+L_c$. Integrating $\ln\sin2\beta=\ln2+\ln\sin\beta+\ln\cos\beta$ over $(0,\pi/2)$ shows that this equals $-\frac{\pi}{2}\ln2$. Also $1+\cos\alpha=2\cos^2(\alpha/2)$, so
\begin{align}
\int_0^{\pi/2}\!\ln\!\left(1+\frac1{\sin\alpha}\right)d\alpha
&=\frac{\pi}{2}\ln2+4L_c-(L_s+L_c)\nonumber\\
&=2(L_c-L_s)=-2\int_0^{\pi/4}\!\ln\tan\beta\,d\beta=2G,
\end{align}
where $G=0.91597$ is Catalan's constant. Hence $J=4[-\frac23+\frac12(2G+\frac13)]=4G-2$, and the released fraction is
\begin{equation}
r=\frac{U_{\rm rel}}{wV}=\frac{4}{\pi}(2G-1)(1+\nu)s
\qquad(s\ll1).
\label{eq:r}
\end{equation}
It does not depend on island size: a larger cone of the same shape releases the same fraction. It vanishes for a flat film, which has no sloping surface at which to relax.

For $s=0.2$, equation (\ref{eq:r}) gives $r=0.275$. A finite-element solution of linear elasticity for the cone itself gives $r=0.249$, so the shallow formula is about 11\% too large relative to that value. At slope 0.002 the two agree within about 0.2\%. The finite-element value is used below.

\subsection{The flat film loses}

In a large island the surface terms, proportional to $R^2$, become negligible beside the volume terms, proportional to $R^3$. The material of one layer then costs
\begin{equation}
(1-r)wa=(1-0.249)(0.0386)=0.0290\ \mathrm{J/m^2}.
\end{equation}
Compare six flat layers with four flat layers and the remaining material in large islands. The fifth and sixth flat layers cost
\begin{equation}
g_5+g_6=0.0339+0.0369=0.0708\ \mathrm{J/m^2},
\end{equation}
whereas the islands cost $2(0.02897)=0.0579\ \mathrm{J/m^2}$. Islands lower the energy by $0.0129\ \mathrm{J/m^2}$, although the first layer wets.

Against cones of this slope the fourth layer stays. Moving it into islands would save $g_4=0.0260$ but cost $0.0290\ \mathrm{J/m^2}$. It is dearer than relaxed bulk and still cheaper than these coherent islands.

\section{The correct general statement}

Let $g_n=wa-b_n$, where the substrate contribution $b_n$ tends to zero with increasing $n$. Let large, dilute islands release a fixed fraction $r$ of the misfit energy, with $0<r<1$ and $w>0$. If $g_1<0$, at least one flat layer is stable, but the number of flat layers in the minimum-energy state remains finite however much material is deposited. If $b_n$ decreases steadily, layer $n$ is retained when
\begin{equation}
b_n>rwa .
\label{eq:criterion}
\end{equation}

\textit{Proof.} Let the deposited material amount to $\theta$ layers, with $n$ of them flat. In the large-island limit the energy per area is
\begin{equation}
\mathcal E(n)=F(n)+(\theta-n)(1-r)wa .
\end{equation}
Dilution is consistent with this limit: the islands cover the area fraction $(\theta-n)a\,\pi R^2/V=3(\theta-n)a/(sR)$, which vanishes as $R$ grows. Moving one more layer from the islands to the flat film changes the energy by
\begin{equation}
\mathcal E(n)-\mathcal E(n-1)=g_n-(1-r)wa=rwa-b_n .
\label{eq:difference}
\end{equation}
Wetting means $b_1>wa$. Since $r<1$, also $b_1>rwa$, so one flat layer is better than none. Because $b_n\to0$, there is a layer number beyond which the right side of (\ref{eq:difference}) is positive for every further layer. Flattening more material then raises the energy, so the minimum lies at finite $n$. If $b_n$ decreases steadily, the difference changes sign once, which gives (\ref{eq:criterion}). $\square$

For the exponential model, taking the logarithm of $\Delta(1-q)q^{n-1}\ge rwa$ gives
\begin{equation}
n^*=1+\left\lfloor\frac{\lambda}{a}\ln\frac{\Delta(1-q)}{rwa}\right\rfloor ,
\label{eq:nstar}
\end{equation}
provided the logarithm is not negative; at equality two neighbouring values are degenerate. Here $rwa=0.0096\ \mathrm{J/m^2}$, the logarithmic term is 3.27, and $n^*=4$. If less than $n^*$ layers' worth of material is present, moving any of it into large islands of this shape does not lower the energy.

The misfit energy $nwa$ accumulates with thickness, but this alone does not select coherent islands, since unrelaxed islands would accumulate it at the same rate. In (\ref{eq:difference}) the common energy $wa$ has cancelled and only its releasable part $rwa$ remains. If either $w$ or $r$ vanishes, the difference is $-b_n$, which is negative for an attractive substrate, and layer growth is restored. Direct minimization with eight layers of material and islands of radius $2\ \mu$m, including their surface terms, keeps all eight layers flat in both cases.

The dependence on misfit is logarithmic. At fixed $r$, doubling $\varepsilon$ multiplies $w$ by four and lowers the term inside the floor by $2(\lambda/a)\ln2=1.39$. The same direct minimization gives 5, 4 and 2 flat layers at misfits 0.015, 0.03 and 0.06. The unequal steps come from rounding down to whole layers.

The cones are trial shapes. Finding one with lower energy proves, within the model, that the flat film is not the ground state, but a shape that releases more energy reduces $n^*$. The fourth layer goes once $r>b_4/wa=0.33$, which a coherent cone of slope 0.3 already exceeds with $r\approx0.35$. Since surface terms drop out for large islands, nothing in this model selects the slope; in a crystal the facets would. Dislocations can also release strain. At a misfit of 3\%, real islands micrometres wide would normally contain them, so the count $n^*=4$ applies only to coherent cones of slope near 0.2. The flat film can dislocate as well. A Matthews--Blakeslee estimate puts its equilibrium critical thickness at roughly one to seven layers for a misfit of 3\%, depending on the dislocation type, and at about one layer for 6\%. Coherent flat films of six or eight layers, and the count at 6\%, are therefore constrained states. In the limit of fully relaxed bulk, $r=1$, criterion (\ref{eq:criterion}) becomes $g_n<0$ and two flat layers remain.

\section{Why islands need a minimum size}

A small island has much surface for its volume. Placing a cone on $n$ flat layers adds the area $\pi R^2(\sqrt{1+s^2}-1)$. It also moves the surface farther from the substrate, changing the remaining wetting term from $\Delta q^n$ to $\Delta q^ne^{-z/\lambda}$ at local island height $z$. The island energy is therefore
\begin{equation}
E_{\rm isl}=(1-r)wV+\pi R^2\gamma_f\left(\sqrt{1+s^2}-1\right)-\Delta q^nI(R).
\end{equation}
With $x=sR/\lambda$ and $v=z/(sR)$,
\begin{align}
I(R)&=\int_{\rm base}(1-e^{-z/\lambda})\,d^2x
=\pi R^2\left[1-2\int_0^1(1-v)e^{-xv}dv\right]\nonumber\\
&=\pi R^2\left[1-\frac{2(x-1+e^{-x})}{x^2}\right].
\end{align}
The same material in flat layer $n+1$ would cost $Vg_{n+1}/a$. Subtracting this gives
\begin{equation}
\Delta E=-\left(rw-\frac{b_{n+1}}a\right)V
+\pi R^2\gamma_f\left(\sqrt{1+s^2}-1\right)-\Delta q^nI(R).
\label{eq:excess}
\end{equation}

For $n=4$ the volume gain is $(0.0096-0.0046)/(0.3\times10^{-9})\approx1.7\times10^7\ \mathrm{J/m^3}$, while the extra surface costs $0.0198\ \mathrm{J/m^2}$ of base. As $R\to0$ the surface cost dominates. The ratio $\Delta E/R^2$ then falls steadily, since both $V/R^2$ and $I/R^2$ grow with $R$. It crosses zero once, at $R\approx13$ nm, where the cone is about 2.5 nm high. The largest excess is about 7 eV, near $R=8$ nm.

These sizes are sensitive to $r$, because the volume gain is a difference of two terms of comparable size: raising $r$ by 11\% raises the gain by about 20\%. The shallow value of $r$ gives a barrier near 5 eV and a break-even radius near 11 nm, though $n^*$ stays at 4. A cone only several layers high also strains the continuum description, and step energies are omitted. The sizes also depend on the reference state. Equation (\ref{eq:excess}) gives the cone a continuous wetting term but compares it with a step-free patch of a whole layer. For low cones $I\approx V/\lambda$ and $\Delta q^n/\lambda>b_{n+1}/a$, so at small slope the excess can turn negative even for $r=0$. If the material is drawn from a uniform film of $n$ layers instead, $b_{n+1}/a$ is replaced by $\Delta q^n/\lambda$. At $s=0.2$ the barrier and break-even radius then become about 28 eV and 26 nm for $n=4$, and about 7 eV and 12 nm for $n=5$. The barrier belongs to this family of cones and is not a prediction of the lowest nucleation path.

The barrier for cones of fixed slope does not make every flat film thicker than $n^*$ metastable, because shallower shapes cost less surface. A ripple $h=A\cos kx$ of small amplitude changes the energy per area by
\begin{equation}
\frac{A^2}{4}\left[\gamma_fk^2-2(1+\nu)wk+\frac{\Delta}{\lambda^2}q^n\right].
\end{equation}
The three terms are the extra surface, the released strain energy and the curvature of the wetting term. The bracket is smallest at $k=(1+\nu)w/\gamma_f$, a wavelength of about 38 nm. There it is positive for five layers but negative for six or more. In this continuum model the five-layer film is therefore metastable, though only just: the sign changes at 5.07 layers, and a cone of slope 0.05 on this film faces a barrier of only about 0.5 eV. Flat films of six or more layers can ripple without a barrier. Step energies or facets, omitted here, could restore one. Slow surface diffusion can also preserve a flat film, and intermixing can change the misfit itself. Observing a smooth film therefore does not establish that it is the equilibrium state. The numerical output gives the layer costs and island sizes in more detail.

\section*{Calculated quantities}
\begin{verbatim}
Young modulus: 100 GPa; Poisson ratio: 0.3
misfit: 0.03; island slope: 0.2
layer height: 0.3 nm; decay length: 0.3 nm
gamma_s, gamma_f, gamma_i: 1.5, 1.0, 0.1 J/m^2
wetting gain Delta: 0.400 J/m^2; q: 0.36788
misfit energy density w: 1.2857e+08 J/m^3
misfit energy per layer w*a: 0.03857 J/m^2
Catalan constant: 0.915966
cone integral, Fourier quadrature: 1.10922
cone integral, formula: 1.10924
r/s, shallow formula: 1.3770
r/s, finite elements at slope 0.002: 1.3741
r at working slope, shallow formula: 0.2754
r at working slope, finite elements: 0.2490
below, r is the finite-element value unless stated
relievable energy per layer r*w*a: 0.00960 J/m^2
large-island cost (1-r)*w*a: 0.02897 J/m^2
layer 1: substrate gain 0.25285, cost g -0.21428 J/m^2
layer 2: substrate gain 0.09302, cost g -0.05445 J/m^2
layer 3: substrate gain 0.03422, cost g +0.00435 J/m^2
layer 4: substrate gain 0.01259, cost g +0.02598 J/m^2
layer 5: substrate gain 0.00463, cost g +0.03394 J/m^2
layer 6: substrate gain 0.00170, cost g +0.03687 J/m^2
(lam/a)*ln(Delta(1-q)/(r*w*a)): 3.271
stable flat layers under coherent islands: 4
stable flat layers against relaxed bulk (r=1): 2
direct minimization: coverage 8 layers, island radius 2 um
  misfit 0.015: 5 flat layers
  misfit 0.03: 4 flat layers
  misfit 0.04: 3 flat layers
  misfit 0.06: 2 flat layers
  zero misfit: 8 flat layers (all material)
  no relaxation, r=0: 8 flat layers (all material)
island on 4 layers: barrier 7.40 eV at radius 8.32 nm
break-even radius: 12.68 nm; height: 2.54 nm
same with shallow r: barrier 5.41 eV at radius 7.02 nm
break-even radius with shallow r: 10.70 nm
excess at twice the break-even radius: -185.5 eV
\end{verbatim}
